**Zero-point adhesion of two Drude half-spaces**

The program tests $E(d)=-C\hbar\omega_s/(4\pi d^2)$, the nonretarded interaction energy per area of two lossless Drude half-spaces a distance $d$ apart, where $\omega_s=\omega_p/\sqrt2$ is the surface-plasmon frequency and $C=0.06940$. A finite-element eigenproblem asserts that two modes feel the gap, with squared frequencies $\omega_s^2(1\pm e^{-kd})$ at wave number $k$ and with the lower mode odd. Quadrature of the mode sum and a separate integral over imaginary frequency are both asserted to agree with the series result, and a finite difference confirms the pressure. The retarded code is asserted to approach the nonretarded law at a very small gap and the ideal-metal law, with its first penetration correction, at a very large one. A boundary-value solution confirms the hydrodynamic reflection factor. For tungsten with six free electrons per atom and a 2 nm gap, the output gives $A=3.36$ eV for the Hamaker constant, $-3.57$ mJ/m² and $-3.57$ MPa. The neglected effects, sized with rough inputs, change the energy by up to about 14 % each.

## Verification by program

```python
"""
Van der Waals energy per area of two identical Drude half-spaces, gap d:
    E(d) = -C*hbar*ws/(4*pi*d^2),   ws = wp/sqrt(2),
    C = sum over n>=1 of |binomial(1/2, 2n)|/(2 n^2),   A = 3*C*hbar*ws.
wp: bulk plasma frequency; ws: surface-plasmon frequency of one face;
A: Hamaker constant, E = -A/(12*pi*d^2); k: wave number along the faces.
Nonretarded, lossless, local response, zero temperature.
Inside the program frequencies are energies in eV and lengths are in nm.
Rough tungsten inputs set the scale; neglected effects are sized afterwards.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_bvp
from scipy.linalg import eigh
from scipy.optimize import brentq

pi = np.pi
HBAR_C = sc.hbar * sc.c / sc.e * 1e9              # eV nm
TO_MJ_M2 = sc.e * 1e18 * 1e3                      # eV/nm^2 -> mJ/m^2
TO_MPA = sc.e * 1e27 / 1e6                        # eV/nm^3 -> MPa

# ---------- inputs (rough values for bcc tungsten) ----------
lattice = 0.3165            # nm
valence = 6                 # electrons per atom treated as free
gap = 2.0                   # nm
resistivity = 10e-8         # ohm m, thin film
drude_infrared = 6.0        # eV, plasma energy of the truly free part
interband = 5.0             # eV, one oscillator for the bound valence part
core_electrons = 20         # 5p and 4f electrons per atom
core_energy = 80.0          # eV, one oscillator for them
plane_shift = 0.05          # nm, assumed outward shift of each surface plane
temperature = 400.0         # K

density = 2 * valence / (lattice * 1e-9) ** 3     # 1/m^3
wp = sc.hbar * np.sqrt(density * sc.e**2 / (sc.epsilon_0 * sc.m_e)) / sc.e
ws = wp / np.sqrt(2)
k_fermi = (3 * pi**2 * density) ** (1 / 3)
hbar_v_fermi = sc.hbar**2 * k_fermi / sc.m_e / sc.e * 1e9     # eV nm
hbar_beta = np.sqrt(3 / 5) * hbar_v_fermi         # hydrodynamic speed

# ---------- derived formula ----------
j = np.arange(1, 8001)
binomials = np.cumprod((1.5 - j) / j)             # binomial(1/2, j)
n = np.arange(1, 4001)
terms = np.abs(binomials[1::2]) / (2 * n**2)
C = terms.sum()
hamaker = 3 * C * ws


def energy_formula(d):
    return -hamaker / (12 * pi * d**2)


# ---------- test: modes from a finite-element eigenproblem ----------
# omega^2/wp^2 = (field energy in metal)/(field energy everywhere), k = 1
h = 0.035
n_gap, n_metal = 20, 290
n_el = n_gap + 2 * n_metal
element = (np.array([[1, -1], [-1, 1]]) / h
           + h / 6 * np.array([[2, 1], [1, 2]]))
everywhere = np.zeros((n_el + 1, n_el + 1))
metal = np.zeros_like(everywhere)
for i in range(n_el):
    everywhere[i:i + 2, i:i + 2] += element
    if i < n_metal or i >= n_metal + n_gap:
        metal[i:i + 2, i:i + 2] += element
values, vectors = eigh(metal[1:-1, 1:-1], everywhere[1:-1, 1:-1])
inside = np.where((values > 1e-6) & (values < 1 - 1e-6))[0]
assert len(inside) == 2                           # only two modes feel the gap
found = values[inside]
kd_test = n_gap * h
expected = np.array([1 - np.exp(-kd_test), 1 + np.exp(-kd_test)]) / 2
mode_error = np.max(np.abs(found - expected))
assert mode_error < 3e-4                          # element error of order h^2
parity = [vectors[:, i] @ vectors[::-1, i] / (vectors[:, i] @ vectors[:, i])
          for i in inside]
assert parity[0] < -0.999 and parity[1] > 0.999   # lower odd, upper even


# ---------- test: zero-point sum by quadrature ----------
def mode_density(k, d):
    u = np.exp(-k * d)
    return k * ws * (np.sqrt(1 + u) + np.sqrt(1 - u) - 2) / (4 * pi)


def energy_modes(d, k_max=None):
    top = 40 / d if k_max is None else k_max
    return quad(mode_density, 0, top, args=(d,), epsabs=1e-13,
                epsrel=1e-10, limit=300)[0]


for d in (1.0, gap, 5.0):
    assert abs(energy_modes(d) / energy_formula(d) - 1) < 1e-6
step = 0.01
pressure = -hamaker / (6 * pi * gap**3)
pressure_fd = -(energy_modes(gap + step) - energy_modes(gap - step)) / (2 * step)
assert abs(pressure_fd / pressure - 1) < 2e-4     # difference error (step/gap)^2
median_kd = gap * brentq(
    lambda k: energy_modes(gap, k) / energy_modes(gap) - 0.5, 0.05, 5)

# ---------- energy from imaginary frequencies ----------
t, wt = np.polynomial.legendre.leggauss(160)
t, wt = (t + 1) / 2, wt / 2


def spectrum(w, d, response):
    """Integral over k of k*log(1 - r^2 exp(-2*k0*d)), all polarizations."""
    k = 60 * t**2 / (2 * d)
    wk = 120 * t * wt / (2 * d)
    k0, reflections = response(w[:, None], k[None, :])
    return sum((k * wk * np.log1p(-r**2 * np.exp(-2 * k0 * d))).sum(axis=1)
               for r in reflections)


def energy_imaginary(d, response, scale=ws):
    w = scale * t / (1 - t)
    ww = scale * wt / (1 - t) ** 2
    return (ww * spectrum(w, d, response)).sum() / (4 * pi**2)


def static(eps):
    return lambda w, k: (k, [(eps(w) - 1) / (eps(w) + 1)])


def retarded(eps):
    def response(w, k):
        e = eps(w)
        k0 = np.sqrt(k**2 + (w / HBAR_C) ** 2)
        km = np.sqrt(k**2 + e * (w / HBAR_C) ** 2)
        return k0, [(e * k0 - km) / (e * k0 + km), (k0 - km) / (k0 + km)]
    return response


def hydro_reflection(w, k, plasma, beta):
    ratio = k / np.sqrt(k**2 + (plasma**2 + w**2) / beta**2)
    return plasma**2 * (1 - ratio) / (2 * w**2 + plasma**2 * (1 + ratio))


def eps_lossless(w):
    return 1 + wp**2 / w**2


e0 = energy_formula(gap)
e_imag = energy_imaginary(gap, static(eps_lossless))
assert abs(e_imag / e0 - 1) < 1e-4

# retarded code: nonretarded law at tiny gap, ideal-metal law at large gap
tiny = 0.002
assert abs(energy_imaginary(tiny, retarded(eps_lossless))
           / energy_formula(tiny) - 1) < 2e-3
depth = HBAR_C / wp
wide = 1000 * depth
ideal = -pi**2 * HBAR_C / (720 * wide**3)
wide_ratio = energy_imaginary(wide, retarded(eps_lossless), HBAR_C / wide) / ideal
assert abs(wide_ratio - (1 - 4 * depth / wide)) < 2e-4

# hydrodynamic reflection against a boundary-value solution (wp = 1)
kq, wq, bq = 0.8, 0.7, 0.4
kappa2 = kq**2 + (1 + wq**2) / bq**2
mesh = np.linspace(-15, 0, 600)
solution = solve_bvp(
    lambda z, y: np.vstack([y[1], kq**2 * y[0] + y[2], y[3], kappa2 * y[2]]),
    lambda a, b: np.array([a[0], a[2], b[1] - bq**2 * b[3],
                           b[1] + kq * b[0] - 2 * kq]),
    mesh, np.zeros((4, mesh.size)), tol=1e-7, max_nodes=20000)
assert solution.success
r_bvp = 1 - solution.sol(0.0)[0]
assert abs(r_bvp - hydro_reflection(wq, kq, 1.0, bq)) < 1e-5


# ---------- size of neglected effects ----------
def damping(plasma_energy):
    return sc.epsilon_0 * resistivity * plasma_energy**2 * sc.e / sc.hbar


def eps_damped(w):
    return 1 + wp**2 / (w * (w + damping(wp)))


def eps_bound(w):
    return (1 + drude_infrared**2 / w**2
            + (wp**2 - drude_infrared**2) / (interband**2 + w**2))


def core_part(w):
    return wp**2 * core_electrons / valence / (core_energy**2 + w**2)


def eps_all(w):
    free = drude_infrared**2 / (w * (w + damping(drude_infrared)))
    bound = (wp**2 - drude_infrared**2) / (interband**2 + w**2)
    return 1 + free + bound + core_part(w)


def percent(energy, reference=e_imag):
    return 100 * (energy / reference - 1)


e_ret = energy_imaginary(gap, retarded(eps_lossless))
near = [energy_imaginary(gap * f, retarded(eps_lossless)) for f in (0.99, 1.01)]
exponent = np.log(near[1] / near[0]) / np.log(1.01 / 0.99)
e_damp = energy_imaginary(gap, static(eps_damped))
e_bound = energy_imaginary(gap, static(eps_bound))
e_core = energy_imaginary(gap, static(lambda w: eps_lossless(w) + core_part(w)))
e_hydro = energy_imaginary(
    gap, lambda w, k: (k, [hydro_reflection(w, k, wp, hbar_beta)]))
e_shift = energy_formula(gap - 2 * plane_shift)
e_all = energy_imaginary(gap, retarded(eps_all))

# temperature: discrete frequency sum minus integral over the same range
spacing = 2 * pi * sc.k * temperature / sc.e
count = 1000
w_sum = spacing * np.arange(count + 1)
w_sum[0] = 1e-9                                   # stands for the zero term
weights = np.full(count + 1, spacing)
weights[[0, -1]] /= 2
discrete = (weights * spectrum(w_sum, gap, retarded(eps_damped))).sum()
edges = np.concatenate([[0], np.geomspace(1e-4, spacing * count, 16)])
g, wg = np.polynomial.legendre.leggauss(20)
continuous = 0.0
for lo, hi in zip(edges[:-1], edges[1:]):
    w_panel = lo + (hi - lo) * (g + 1) / 2
    values_panel = spectrum(w_panel, gap, retarded(eps_damped))
    continuous += (hi - lo) / 2 * (wg * values_panel).sum()
thermal = 100 * (discrete / continuous - 1)
assert abs(thermal) < 0.1                         # negligible at this gap

# ---------- output ----------
print(f"lattice constant (rough input)      {lattice:.4f} nm")
print(f"free electrons per atom (model)     {valence}")
print(f"electron density                    {density*1e-27:.1f} nm^-3")
print(f"bulk plasmon energy                 {wp:.3f} eV")
print(f"surface plasmon energy              {ws:.3f} eV")
print(f"gap width                           {gap:.2f} nm")
print(f"lower mode at kd=1                  {ws*np.sqrt(1-np.exp(-1)):.3f} eV")
print(f"upper mode at kd=1                  {ws*np.sqrt(1+np.exp(-1)):.3f} eV")
print(f"finite-element test kd              {kd_test:.2f}")
print(f"  omega^2/wp^2, two modes found     {found[0]:.5f} {found[1]:.5f}")
print(f"  omega^2/wp^2, two modes formula   {expected[0]:.5f} {expected[1]:.5f}")
print(f"constant C                          {C:.6f}")
print(f"first three series terms            "
      f"{terms[0]:.6f} {terms[1]:.6f} {terms[2]:.6f}")
print(f"share of first term                 {100*terms[0]/C:.1f} %")
print(f"A/(hbar ws) = 3C                    {3*C:.5f}")
print(f"Hamaker constant A                  {hamaker:.3f} eV")
print(f"Hamaker constant A                  {hamaker*sc.e*1e19:.3f} e-19 J")
print(f"energy per area, formula            {e0:.6f} eV/nm^2")
print(f"energy per area, mode quadrature    {energy_modes(gap):.6f} eV/nm^2")
print(f"energy per area, imaginary freq.    {e_imag:.6f} eV/nm^2")
print(f"energy per area, formula            {e0*TO_MJ_M2:.3f} mJ/m^2")
print(f"pressure, formula                   {pressure*TO_MPA:.3f} MPa")
print(f"pressure, finite difference         {pressure_fd*TO_MPA:.3f} MPa")
print(f"kd below which half of E arises     {median_kd:.3f}")
print(f"length c/ws                         {HBAR_C/ws:.2f} nm")
print(f"screening length beta/wp            {hbar_beta/wp:.4f} nm")
print(f"ideal-metal ratio at 1000 c/wp      {wide_ratio:.5f}")
print("changes of |E| at this gap, one effect at a time:")
print(f"  retardation                       {percent(e_ret):+.1f} %")
print(f"  local exponent with retardation   {exponent:.3f}")
print(f"  film resistivity (rough input)    {resistivity*1e8:.1f} uOhm cm")
print(f"  damping energy, all free          {damping(wp):.3f} eV")
print(f"  damping                           {percent(e_damp):+.1f} %")
print(f"  infrared Drude energy (rough)     {drude_infrared:.1f} eV")
print(f"  interband oscillator (rough)      {interband:.1f} eV")
print(f"  interband binding                 {percent(e_bound):+.1f} %")
print(f"  core electrons per atom           {core_electrons}")
print(f"  core oscillator (rough)           {core_energy:.1f} eV")
print(f"  core electrons                    {percent(e_core):+.1f} %")
print(f"  nonlocal screening, hard wall     {percent(e_hydro):+.1f} %")
print(f"  assumed plane shift per face      {plane_shift:.2f} nm")
print(f"  plane shift                       {percent(e_shift, e0):+.1f} %")
print(f"  temperature                       {temperature:.0f} K")
print(f"  thermal change                    {thermal:+.1e} %")
print(f"combined local retarded estimate    {e_all*TO_MJ_M2:.2f} mJ/m^2")
print(f"  its change from the formula       {percent(e_all):+.1f} %")
layer = lattice / np.sqrt(2)
print(f"(110) layer spacing                 {layer:.4f} nm")
print(f"formula misused at that spacing     "
      f"{energy_formula(layer)*TO_MJ_M2:.0f} mJ/m^2")
print("no test failed")
```

Running it gives:

```
lattice constant (rough input)      0.3165 nm
free electrons per atom (model)     6
electron density                    378.5 nm^-3
bulk plasmon energy                 22.845 eV
surface plasmon energy              16.154 eV
gap width                           2.00 nm
lower mode at kd=1                  12.843 eV
upper mode at kd=1                  18.893 eV
finite-element test kd              0.70
  omega^2/wp^2, two modes found     0.25172 0.74828
  omega^2/wp^2, two modes formula   0.25171 0.74829
constant C                          0.069402
first three series terms            0.062500 0.004883 0.001139
share of first term                 90.1 %
A/(hbar ws) = 3C                    0.20820
Hamaker constant A                  3.363 eV
Hamaker constant A                  5.389 e-19 J
energy per area, formula            -0.022303 eV/nm^2
energy per area, mode quadrature    -0.022303 eV/nm^2
energy per area, imaginary freq.    -0.022303 eV/nm^2
energy per area, formula            -3.573 mJ/m^2
pressure, formula                   -3.573 MPa
pressure, finite difference         -3.574 MPa
kd below which half of E arises     0.777
length c/ws                         12.22 nm
screening length beta/wp            0.0578 nm
ideal-metal ratio at 1000 c/wp      0.99601
changes of |E| at this gap, one effect at a time:
  retardation                       -7.9 %
  local exponent with retardation   -2.094
  film resistivity (rough input)    10.0 uOhm cm
  damping energy, all free          0.702 eV
  damping                           -2.9 %
  infrared Drude energy (rough)     6.0 eV
  interband oscillator (rough)      5.0 eV
  interband binding                 -11.3 %
  core electrons per atom           20
  core oscillator (rough)           80.0 eV
  core electrons                    +14.1 %
  nonlocal screening, hard wall     -8.8 %
  assumed plane shift per face      0.05 nm
  plane shift                       +10.8 %
  temperature                       400 K
  thermal change                    -5.2e-04 %
combined local retarded estimate    -3.21 mJ/m^2
  its change from the formula       -10.2 %
(110) layer spacing                 0.2238 nm
formula misused at that spacing     -285 mJ/m^2
no test failed
```
